**Large-Z correlation energy of two-electron ions**

The program tests that $E_{\rm exact}(Z)-E_{\rm HF}(Z)$ tends to $e_2-e_2^{\rm HF}=-0.0467$ hartree for nonrelativistic ions with nuclear charge $Z$. Here $e_2$ and $e_2^{\rm HF}$ are the coefficients of $Z^0$ in the exact and restricted Hartree-Fock energies. It asserts that the closed form of $e_2^{\rm HF}$ agrees with radial quadrature and with a sum over single excitations. It also asserts that $e_2$, from a basis containing the interelectronic distance, decreases and settles as the basis grows. The limit is recomputed from double excitations with an estimated tail, which gives $-0.046646$ hartree against $-0.046663$ from the subtraction. Separate calculations for $Z=5$, 10 and 20 extrapolate to $-0.046668$ hartree, and a direct Hartree-Fock run on helium confirms the scaled energy. The output shows the correlation energy going from $-0.042044$ hartree at $Z=2$ to $-0.046178$ hartree at $Z=20$.

## Numerical check

```python
"""Large-Z limit of the correlation energy of two-electron ions.

Result under test (nonrelativistic, fixed point nucleus, hartree):
    E_exact(Z) - E_HF(Z) -> e2 - e2_HF = -0.0467   as Z -> infinity,
where e2 and e2_HF are the Z**0 coefficients of the exact and restricted
Hartree-Fock energies.  Lengths are scaled by Z, so the nuclear charge is 1
and the electron repulsion is multiplied by lam = 1/Z.
Correlated basis: exp(-(1+d) s) s**i t**j u**k with j even and d = 0 or 1,
s = r1 + r2, t = r1 - r2, u = r12.
"""
from functools import lru_cache
from math import factorial
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import zeta
from pyscf import gto, scf

mp.mp.dps = 50


# ---------- exact problem: explicitly correlated functions ----------
@lru_cache(maxsize=None)
def moment(a, b, c, rate):
    """Integral of exp(-rate s) s^a t^b u^c over 0 < t < u < s."""
    n = a + b + c + 2
    return mp.mpf(factorial(n)) / ((b + 1) * (b + c + 2) * rate ** (n + 1))


@lru_cache(maxsize=None)
def weighted(a, b, c, rate):
    """Same integral with the volume factor u (s^2 - t^2)."""
    return moment(a + 2, b, c + 1, rate) - moment(a, b + 2, c + 1, rate)


def correlated_matrices(max_order):
    """Overlap, 1/r12 and H0 - E0; the first function is the ground state."""
    labels = [(i + j + k, d, i, j, k) for d in (0, 1)
              for i in range(max_order + 1)
              for j in range(0, max_order + 1, 2)
              for k in range(max_order + 1) if i + j + k <= max_order]
    labels.sort()
    n = len(labels)
    overlap, repulsion, excitation = (np.empty((n, n), dtype=object)
                                      for _ in range(3))
    norm = weighted(0, 0, 0, 2)
    for m, (_, d, i, j, k) in enumerate(labels):
        for q in range(m + 1):
            _, g, x, y, z = labels[q]
            a, b, c, w = i + x, j + y, k + z, 2 + d + g
            grad = (i * x * weighted(a - 2, b, c, w)
                    - (i * g + x * d) * weighted(a - 1, b, c, w)
                    + d * g * weighted(a, b, c, w)
                    + j * y * weighted(a, b - 2, c, w)
                    + k * z * weighted(a, b, c - 2, w)
                    + (i * z + k * x) * (moment(a, b, c + 1, w)
                                         - moment(a, b + 2, c - 1, w))
                    - (d * z + k * g) * (moment(a + 1, b, c + 1, w)
                                         - moment(a + 1, b + 2, c - 1, w))
                    + (j * z + k * y) * (moment(a + 2, b, c - 1, w)
                                         - moment(a, b, c + 1, w)))
            overlap[m, q] = overlap[q, m] = weighted(a, b, c, w) / norm
            repulsion[m, q] = repulsion[q, m] = (
                weighted(a, b, c - 1, w) / norm)
            excitation[m, q] = excitation[q, m] = grad / norm
    return labels, overlap, repulsion, excitation


def factorize(matrix):
    """Triangular factors in high precision, stored in one array."""
    lu = matrix.copy()
    for k in range(len(lu) - 1):
        lu[k + 1:, k] = lu[k + 1:, k] / lu[k, k]
        lu[k + 1:, k + 1:] -= np.outer(lu[k + 1:, k], lu[k, k + 1:])
    return lu


def substitute(lu, rhs):
    x = rhs.copy()
    n = len(x)
    for k in range(n - 1):
        x[k + 1:] -= lu[k + 1:, k] * x[k]
    for k in range(n - 1, -1, -1):
        x[k] = x[k] / lu[k, k]
        x[:k] -= lu[:k, k] * x[k]
    return x


labels, S, V, A = correlated_matrices(6)
e1 = V[0, 0]
assert abs(e1 - mp.mpf(5) / 8) < mp.mpf(10) ** -40


def second_order(chosen):
    b = V[chosen, 0] - e1 * S[chosen, 0]
    return float(-np.dot(b, substitute(factorize(A[np.ix_(chosen, chosen)]),
                                       b)))


e2_by_order = {}
for order in (3, 4, 5, 6):
    chosen = [m for m, p in enumerate(labels) if m > 0 and p[0] <= order]
    e2_by_order[order] = (len(chosen), second_order(chosen))
single_set = [m for m, p in enumerate(labels) if m > 0 and p[1] == 0]
e2_single = second_order(single_set)
e2 = e2_by_order[6][1]
values = [e2_by_order[o][1] for o in (3, 4, 5, 6)]
assert all(x > y for x, y in zip(values, values[1:]))
assert abs(values[-1] - values[-2]) < 5e-6
assert abs(e2 - (-0.157666)) < 1e-6       # coefficient claimed in the topic


def exact_energy(Z):
    """Lowest variational energy by inverse iteration."""
    lam = mp.mpf(1) / Z
    h_mat = A + lam * V
    shift = lam * e1 + lam ** 2 * mp.mpf(e2)
    lu = factorize(h_mat - shift * S)
    x = np.array([mp.mpf(1)] + [mp.mpf(0)] * (len(labels) - 1), dtype=object)
    for _ in range(4):
        x = substitute(lu, S.dot(x))
        x = x / mp.sqrt(x.dot(S.dot(x)))
    return float(Z ** 2 * (-1 + x.dot(h_mat.dot(x))))


# ---------- Hartree-Fock coefficient: closed form and quadrature ----------
def screening(r):
    return 1 / r - (1 + 1 / r) * np.exp(-2 * r)


def slope(r):
    """Derivative of f in the first-order orbital f(r) exp(-r)/sqrt(pi)."""
    return (10 * r ** 2 - 6 * r - 3
            + mp.exp(-2 * r) * (8 * r ** 2 + 12 * r + 3)) / (16 * r ** 2)


for r in (0.4, 1.3, 3.0):
    inner = quad(lambda x: 4 * x * x * np.exp(-2 * x), 0, r)[0] / r
    outer = quad(lambda x: 4 * x * np.exp(-2 * x), r, np.inf)[0]
    assert abs(inner + outer - screening(r)) < 1e-8
    source = quad(lambda x: (screening(x) - 0.625) * x * x * np.exp(-2 * x),
                  0, r)[0]
    assert abs(2 * source * np.exp(2 * r) / r ** 2 - float(slope(r))) < 1e-7

e2_hf = float(mp.mpf(9) / 32 * mp.log(mp.mpf(3) / 4) - mp.mpf(13) / 432)
# The integrand vanishes as r**4, so the omitted part near zero is negligible.
e2_hf_quad = float(-4 * mp.quad(
    lambda r: r ** 2 * mp.exp(-2 * r) * slope(r) ** 2,
    [mp.mpf('1e-6'), 1, 4, 12, 60]))
assert abs(e2_hf - e2_hf_quad) < 1e-12
assert abs(e2_hf - (-0.111003)) < 1e-6    # coefficient claimed in the topic
limit = e2 - e2_hf


# ---------- Gaussian basis at unit nuclear charge ----------
def s_shells(scale):
    return [[0, [float(scale * a), 1.0]] for a in 0.01 * 2.0 ** np.arange(27)]


mol = gto.M(atom='H 0 0 0', charge=-1, basis={'H': s_shells(1)}, verbose=0)
s_exponents = [float(mol.bas_exp(i)[0]) for i in range(mol.nbas)]
s_overlap = mol.intor('int1e_ovlp')
s_core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
s_eri = mol.intor('int2e')
levels, orbitals = eigh(s_core, s_overlap)
ground = orbitals[:, 0]
assert abs(levels[0] + 0.5) < 5e-9


def coulomb(c):
    return np.einsum('ijkl,k,l->ij', s_eri, c, c, optimize=True)


j_mo = orbitals.T @ coulomb(ground) @ orbitals
assert abs(j_mo[0, 0] - 0.625) < 1e-6
singles = -2 * np.sum(j_mo[1:, 0] ** 2 / (levels[1:] - levels[0]))
assert abs(singles - e2_hf) < 1e-6


def hf_energy(Z):
    c = ground
    previous = 0.0
    for _ in range(100):
        c = eigh(s_core + coulomb(c) / Z, s_overlap)[1][:, 0]
        energy = 2 * c @ s_core @ c + c @ coulomb(c) @ c / Z
        change, previous = abs(energy - previous), energy
        if change < 1e-13:
            break
    assert change < 1e-11
    return Z ** 2 * energy


helium = gto.M(atom='He 0 0 0', basis={'He': s_shells(4)}, verbose=0)
mf = scf.RHF(helium)
mf.init_guess = '1e'
mf.conv_tol = 1e-10
direct_helium = mf.kernel()
assert mf.converged and abs(direct_helium - hf_energy(2)) < 1e-7


# ---------- limit recomputed from double excitations ----------
def doubles(l):
    """Second-order energy of pairs with both electrons in partial wave l."""
    if l == 0:
        k_mat = np.einsum('iajb,i,j->ab', s_eri, ground, ground, optimize=True)
        e, c = levels[1:], orbitals[:, 1:]
    else:
        exps = 0.03 * 1.8 ** np.arange(19)
        contracted = [0] + [[a, float(w)]
                            for a, w in zip(s_exponents, ground)]
        shells = [contracted] + [[l, [float(a), 1.0]] for a in exps]
        pair = gto.M(atom='H 0 0 0', charge=-1, basis={'H': shells}, verbose=0)
        step = 2 * l + 1
        core = pair.intor('int1e_kin') + pair.intor('int1e_nuc')
        e, c = eigh(core[1::step, 1::step],
                    pair.intor('int1e_ovlp')[1::step, 1::step])
        nb = pair.nbas
        k_all = pair.intor('int2e', shls_slice=(0, 1, 1, nb, 0, 1, 1, nb))
        k_mat = k_all[0, ::step, 0, ::step]
    k_mo = c.T @ k_mat @ c
    gaps = e[:, None] + e[None, :] - 2 * levels[0]
    return -(2 * l + 1) * np.sum(k_mo ** 2 / gaps)


waves = [doubles(l) for l in range(6)]
decay = np.log(waves[4] / waves[5]) / np.log(5.5 / 4.5)
assert abs(decay - 4) < 0.3
tail = waves[5] * 5.5 ** 4 * zeta(4, 6.5)
doubles_total = sum(waves) + tail
assert abs(doubles_total - limit) < 3e-5

# ---------- finite nuclear charge and extrapolation ----------
charges = (2, 5, 10, 20)
table = {Z: (exact_energy(Z), hf_energy(Z)) for Z in charges}
corr = {Z: table[Z][0] - table[Z][1] for Z in charges}
distances = [abs(corr[Z] - limit) for Z in charges]
assert all(x > y for x, y in zip(distances, distances[1:]))
# Weights that cancel the 1/Z and 1/Z**2 terms of the difference.
extrapolated = (8 * corr[20] - 6 * corr[10] + corr[5]) / 3
assert abs(extrapolated - limit) < 1e-5
assert abs(limit + 0.0467) < 5e-5

# ---------- output ----------
ev = physical_constants['Hartree energy in eV'][0]
print(f"first-order coefficient e1 = {float(e1):.6f} hartree")
for order, (n, value) in e2_by_order.items():
    print(f"exact e2, degree {order}, {n} terms = {value:.8f} hartree")
print(f"exact e2, degree 6, exp(-s) set only, {len(single_set)} terms = "
      f"{e2_single:.8f} hartree")
print(f"HF e2, closed form = {e2_hf:.8f} hartree")
print(f"HF e2, radial quadrature = {e2_hf_quad:.8f} hartree")
print(f"HF e2, sum over single excitations = {singles:.8f} hartree")
print(f"limit of correlation energy = {limit:.6f} hartree")
print(f"limit of correlation energy = {limit * ev:.4f} eV")
for l, value in enumerate(waves):
    print(f"double excitations, l = {l}: {value:.6f} hartree")
print(f"decay exponent between l = 4 and 5 = {decay:.2f}")
print(f"estimated tail, l > 5 = {tail:.6f} hartree")
print(f"double excitations, total = {doubles_total:.6f} hartree")
print(f"terms in correlated expansion for ions = {len(labels)}")
for Z in charges:
    print(f"Z = {Z}: exact energy = {table[Z][0]:.6f} hartree")
    print(f"Z = {Z}: HF energy = {table[Z][1]:.6f} hartree")
    print(f"Z = {Z}: correlation energy = {corr[Z]:.6f} hartree")
    print(f"Z = {Z}: correlation minus limit = {corr[Z] - limit:.6f} hartree")
    print(f"Z = {Z}: Z*(correlation minus limit) = "
          f"{Z * (corr[Z] - limit):.5f} hartree")
    print(f"Z = {Z}: correlation / exact energy = "
          f"{100 * corr[Z] / table[Z][0]:.4f} percent")
print(f"extrapolation from Z = 5, 10 and 20 = {extrapolated:.6f} hartree")
print(f"direct HF energy of helium = {direct_helium:.6f} hartree")
print("checks complete")
```

Running it gives:

```
first-order coefficient e1 = 0.625000 hartree
exact e2, degree 3, 25 terms = -0.15762258 hartree
exact e2, degree 4, 43 terms = -0.15766294 hartree
exact e2, degree 5, 67 terms = -0.15766611 hartree
exact e2, degree 6, 99 terms = -0.15766639 hartree
exact e2, degree 6, exp(-s) set only, 49 terms = -0.15765909 hartree
HF e2, closed form = -0.11100318 hartree
HF e2, radial quadrature = -0.11100318 hartree
HF e2, sum over single excitations = -0.11100320 hartree
limit of correlation energy = -0.046663 hartree
limit of correlation energy = -1.2698 eV
double excitations, l = 0: -0.014330 hartree
double excitations, l = 1: -0.026494 hartree
double excitations, l = 2: -0.003905 hartree
double excitations, l = 3: -0.001076 hartree
double excitations, l = 4: -0.000404 hartree
double excitations, l = 5: -0.000183 hartree
decay exponent between l = 4 and 5 = 3.95
estimated tail, l > 5 = -0.000255 hartree
double excitations, total = -0.046646 hartree
terms in correlated expansion for ions = 100
Z = 2: exact energy = -2.903724 hartree
Z = 2: HF energy = -2.861680 hartree
Z = 2: correlation energy = -0.042044 hartree
Z = 2: correlation minus limit = 0.004619 hartree
Z = 2: Z*(correlation minus limit) = 0.00924 hartree
Z = 2: correlation / exact energy = 1.4479 percent
Z = 5: exact energy = -22.030972 hartree
Z = 5: HF energy = -21.986234 hartree
Z = 5: correlation energy = -0.044737 hartree
Z = 5: correlation minus limit = 0.001926 hartree
Z = 5: Z*(correlation minus limit) = 0.00963 hartree
Z = 5: correlation / exact energy = 0.2031 percent
Z = 10: exact energy = -93.906806 hartree
Z = 10: HF energy = -93.861113 hartree
Z = 10: correlation energy = -0.045693 hartree
Z = 10: correlation minus limit = 0.000970 hartree
Z = 10: Z*(correlation minus limit) = 0.00970 hartree
Z = 10: correlation / exact energy = 0.0487 percent
Z = 20: exact energy = -387.657234 hartree
Z = 20: HF energy = -387.611055 hartree
Z = 20: correlation energy = -0.046178 hartree
Z = 20: correlation minus limit = 0.000485 hartree
Z = 20: Z*(correlation minus limit) = 0.00970 hartree
Z = 20: correlation / exact energy = 0.0119 percent
extrapolation from Z = 5, 10 and 20 = -0.046668 hartree
direct HF energy of helium = -2.861680 hartree
checks complete
```
